# Square-root drift velocity of hot electrons cooled by acoustic phonons: a program that tests the result

```python
# Result under test: electrons heated by a field E and cooled by quasi-elastic
# acoustic phonons drift at v_d = C*sqrt(mu0*s*E) when r = mu0*E/s >> 1.
#   Heated Maxwellian: C = (32/(3 pi))^(1/4), x(x-1) = (3 pi/32) r^2, x = Te/T
#   No electron-electron collisions: f = exp(-y) (1+y/beta)^beta,
#     y = energy/kT, beta = 3 pi r^2/16, C = pi/(2 Gamma(3/4)) (8/(3 pi))^(1/4)
# Symbols: s sound speed, l mean free path, mu0 low-field mobility,
#   theta = kT/(m s^2). Scaled units: velocity s, length l, energy m s^2,
#   so that the acceleration is force = e E l/(m s^2).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gamma

pi = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def gauss(lo, hi):
    return lo + (hi - lo) * (NODES + 1) / 2, WEIGHTS * (hi - lo) / 2


def heat_ratio(r):
    return 0.5 * (1 + np.sqrt(1 + 3 * pi * r**2 / 8))


def balance_velocity(r):
    return r / np.sqrt(heat_ratio(r))


def kinetic(r):
    """Drift velocity / s and mean energy / kT of the kinetic solution."""
    beta = 3 * pi * r**2 / 16
    u, w = gauss(0, np.sqrt(50 + 10 * np.sqrt(beta)))
    y = u**2
    f = np.exp(-y + beta * np.log1p(y / beta))
    norm = np.sum(w * u**2 * f)
    inverse_root = np.sum(w * u * f) / norm
    return r * np.sqrt(pi) / 2 * inverse_root, np.sum(w * u**4 * f) / norm


def force_from_r(r, theta):
    return 0.75 * r * np.sqrt(2 * pi * theta)


C_MAX = (32 / (3 * pi))**0.25
C_KIN = pi / (2 * gamma(0.75)) * (8 / (3 * pi))**0.25

# ---- Test: golden-rule sums with a broadened energy delta function ----------
# Units hbar = m = k = Xi = rho = kT = 1.
sound, width = 0.001, 0.01
dq, dc = 2.3 / 500, 2.0 / 2000
q = ((np.arange(500) + 0.5) * dq)[:, None]
c = (-1 + (np.arange(2000) + 0.5) * dc)[None, :]
coupling = 2 * pi * q / (2 * sound) * 2 * pi * q**2 / (2 * pi)**3 * dq * dc


def delta(energy):
    return np.exp(-energy**2 / (2 * width**2)) / (width * np.sqrt(2 * pi))


planck = 1 / np.expm1(sound * q)
spontaneous = coupling * delta(q**2 / 2 - q * c + sound * q)
emission = spontaneous * (planck + 1)
absorption = coupling * planck * delta(q**2 / 2 + q * c - sound * q)
rate_formula = 1 / (pi * sound**2)
loss_formula = 1 / pi
rate_sum = np.sum(emission + absorption)
momentum_sum = np.sum(q * c * (emission - absorption))
loss_sum = np.sum(sound * q * spontaneous)
diffusion_sum = 0.5 * np.sum((sound * q)**2 * (emission + absorption))
# One per cent covers the broadening and the finite sound speed.
assert abs(rate_sum / rate_formula - 1) < 0.01
assert abs(momentum_sum / rate_formula - 1) < 0.01
assert abs(loss_sum / loss_formula - 1) < 0.01
assert abs(diffusion_sum / loss_formula - 1) < 0.01


# ---- Test: heated Maxwellian, full inelastic exchange and balance -----------
def maxwell_exchange(x, theta):
    """Net power to the lattice with exact phonon kinematics and Planck N."""
    v, wv = gauss(0, 8 * np.sqrt(theta * x))
    f = np.exp(-v**2 / (2 * theta * x))
    t, wt = np.polynomial.legendre.leggauss(40)
    t, wt = (t + 1) / 2, wt / 2

    def branch(lo, hi, extra):
        p = lo[:, None] + (hi - lo)[:, None] * t
        n = 1 / np.expm1(np.maximum(p, 1e-12) / theta)
        return (hi - lo) * np.sum(wt * p**3 * (n + extra), axis=1)

    zero = np.zeros_like(v)
    net = branch(zero, np.maximum(2 * (v - 1), 0), 1)
    net = net - branch(np.maximum(2 * (1 - v), 0), 2 * (1 + v), 0)
    return np.sum(wv * v * f * net) / (4 * theta) / np.sum(wv * v**2 * f)


def maxwell_drift(x, theta, force):
    v, wv = gauss(0, 8 * np.sqrt(theta * x))
    f = np.exp(-v**2 / (2 * theta * x))
    slope = -v / (theta * x) * f
    return -force / 3 * np.sum(wv * v**2 * slope) / np.sum(wv * v**2 * f)


th = 2000.0
exchange = maxwell_exchange(3.0, th)
exchange_formula = (6 * th)**1.5 * 4 / np.sqrt(pi) / th * (1 - 1 / 3)
assert abs(exchange / exchange_formula - 1) < 0.01
force10 = force_from_r(10.0, th)
x_root = brentq(lambda x: force10 * maxwell_drift(x, th, force10)
                - maxwell_exchange(x, th), 1.5, 30)
assert abs(x_root / heat_ratio(10.0) - 1) < 0.01
v_root = maxwell_drift(x_root, th, force10)
assert abs(v_root / balance_velocity(10.0) - 1) < 0.01

# ---- Test: high-field exponent and prefactors -------------------------------
big = 1.0e4
slope_max = np.log(balance_velocity(2 * big) / balance_velocity(big)) / np.log(2)
slope_kin = np.log(kinetic(2 * big)[0] / kinetic(big)[0]) / np.log(2)
assert abs(slope_max - 0.5) < 1e-3 and abs(slope_kin - 0.5) < 1e-3
assert abs(balance_velocity(big) / np.sqrt(big) / C_MAX - 1) < 2e-3
assert abs(kinetic(big)[0] / np.sqrt(big) / C_KIN - 1) < 2e-3
h = 1e-4
local = (np.log(balance_velocity(5 * (1 + h)) / balance_velocity(5 * (1 - h)))
         / np.log((1 + h) / (1 - h)))
assert abs(local - heat_ratio(5.0) / (2 * heat_ratio(5.0) - 1)) < 1e-5


# ---- Monte Carlo solution of the Boltzmann equation -------------------------
def monte_carlo(theta, force, hot, count, steps, burn, modes=(), cap=None,
                seed=1):
    """Mean velocity along the force (in s) and mean energy (in kT).
    modes: (phonon energy, rate constant) of isotropic intervalley processes.
    Free flights have a constant total rate; surplus events are null."""
    rng = np.random.default_rng(seed)
    start = rng.normal(size=(3, count)) * np.sqrt(theta * hot)
    vz, v2 = start[2].copy(), np.sum(start**2, axis=0)
    top = 2.8 * np.sqrt(2 * theta * hot) if cap is None else np.sqrt(2 * cap)
    k0 = 1 / (4 * theta)
    grid = np.linspace(0.01, top, 3000)
    p_top = np.maximum(2 * (grid - 1), 1e-9)
    bound_em = k0 * p_top**3 / grid * (1 / np.expm1(p_top / theta) + 1)
    span = np.where(grid < 1, 16 * grid, 4 * (1 + grid)**2)
    acoustic = max(bound_em.max(), (k0 * span * theta / grid).max())
    channels = []
    for w, strength in modes:
        n = 1 / np.expm1(w / theta)
        channels += [(-w, strength * (n + 1)), (w, strength * n)]
    e_top = top**2 / 2
    other = sum(a * np.sqrt(max(e_top + d, 0)) for d, a in channels)
    total = acoustic + other
    sum_v = sum_e = 0.0
    for step in range(steps):
        new = vz + force * rng.exponential(size=count) / total
        v2 = v2 + new**2 - vz**2
        vz = new
        if step >= burn:
            sum_v += vz.mean()
            sum_e += v2.mean() / 2
        v = np.sqrt(v2)
        pick = rng.random(count) * total
        emit = pick < acoustic / 2
        hi = np.where(emit, np.maximum(2 * (v - 1), 0), 2 * (1 + v))
        lo = np.where(emit, 0, np.maximum(2 * (1 - v), 0))
        area = hi**2 - lo**2
        p = np.sqrt(lo**2 + area * rng.random(count)) + 1e-12
        n = 1 / np.expm1(p / theta)
        chance = k0 * area * p * (n + emit) / (acoustic * v)
        hit = (pick < acoustic) & (rng.random(count) < chance)
        sign = np.where(emit, -1.0, 1.0)
        cos_p = (1 - sign * p / 2) / v
        cos_v = vz / v
        sines = np.sqrt(np.maximum(1 - cos_p**2, 0)
                        * np.maximum(1 - cos_v**2, 0))
        pz = p * (cos_p * cos_v
                  + sines * np.cos(2 * pi * rng.random(count)))
        vz = np.where(hit, vz + sign * pz, vz)
        v2 = np.where(hit, np.maximum(v2 + 2 * sign * p, 1e-12), v2)
        if channels:
            energy = v2 / 2
            mark, edge = pick - acoustic, np.zeros(count)
            for change, strength in channels:
                final = np.maximum(energy + change, 0)
                upper = edge + strength * np.sqrt(final)
                idx = np.nonzero((mark >= edge) & (mark < upper))[0]
                v2[idx] = np.maximum(2 * final[idx], 1e-12)
                vz[idx] = np.sqrt(v2[idx]) * (2 * rng.random(idx.size) - 1)
                edge = upper
    kept = steps - burn
    return sum_v / kept, sum_e / kept / theta


# Four per cent covers noise and finite-theta (inelastic, anisotropic) terms.
mc_test = []
for r_test in (5.0, 20.0):
    v_mc, e_mc = monte_carlo(200.0, force_from_r(r_test, 200.0),
                             heat_ratio(r_test), 6000, 3500, 1500)
    v_kin, e_kin = kinetic(r_test)
    assert abs(v_mc / v_kin - 1) < 0.04, (r_test, v_mc, v_kin)
    assert abs(e_mc / e_kin - 1) < 0.05, (r_test, e_mc, e_kin)
    mc_test.append((r_test, v_mc, v_kin, balance_velocity(r_test)))
assert mc_test[1][1] < 0.97 * mc_test[1][3]

# ---- Silicon, rough typical parameters --------------------------------------
e, hbar, kB = const.e, const.hbar, const.k
mass, s, rho, xi_eV, T = 0.32 * const.m_e, 9.0e3, 2330.0, 9.0, 20.0
ms2 = mass * s**2
meV = 1e-3 * e


def lattice(temp):
    kT = kB * temp
    path = pi * hbar**4 * rho * s**2 / (mass**2 * (xi_eV * e)**2 * kT)
    return path, 4 * e * path / (3 * np.sqrt(2 * pi * mass * kT)), kT / ms2


# Effective intervalley phonons: energy (meV), coupling (1e8 eV/cm) already
# summed over the final valleys.
phonons = [(12.0, 0.5), (19.0, 1.0), (60.0, 12.0)]


def rate_constant(energy_meV, coupling_8):
    """Spontaneous rate divided by the square root of the final energy (SI)."""
    d = coupling_8 * 1e10 * e
    omega = energy_meV * meV / hbar
    return d**2 * mass**1.5 / (np.sqrt(2) * pi * hbar**3 * rho * omega)


def intervalley_power(temp, temp_e):
    """Net intervalley loss (W) of a Maxwellian at temp_e."""
    kTe, out = kB * temp_e, 0.0
    u, w = gauss(0, 7.0)
    for en, d8 in phonons:
        gap = en * meV
        n = 1 / np.expm1(gap / (kB * temp))
        mean = (4 / np.sqrt(pi) * np.sum(w * u**2 * np.exp(-u**2)
                * np.sqrt(u**2 * kTe + gap)))
        out += (gap * rate_constant(en, d8) * mean
                * ((n + 1) * np.exp(-gap / kTe) - n))
    return out


path, mu0, theta = lattice(T)
modes = [(en * meV / ms2, rate_constant(en, d8) * np.sqrt(ms2) * path / s)
         for en, d8 in phonons]
# Above this energy the 60 meV emission is so fast that its exact rate is
# immaterial, so the total event rate is fixed there.
cap = 62.0 * meV / ms2
_, rest_energy = monte_carlo(theta, 0.0, 1.3, 4000, 2600, 800, modes, cap)
assert abs(rest_energy / 1.5 - 1) < 0.02, rest_energy

rows = []
for field_cm in (10.0, 20.0, 40.0):
    r = mu0 * field_cm * 100 / s
    force = force_from_r(r, theta)
    v_ac, e_ac = monte_carlo(theta, force, heat_ratio(r), 4000, 1500, 300)
    v_all, e_all = monte_carlo(theta, force, heat_ratio(r), 4000, 2600, 600,
                               modes, cap)
    rows.append((field_cm, r, C_MAX * np.sqrt(r), balance_velocity(r),
                 kinetic(r)[0], v_ac, v_all, e_ac, e_all))

field_cm, r, _, v_bal, v_kin, v_ac, v_all, e_ac, e_all = rows[-1]
field = field_cm * 100
x = heat_ratio(r)
kT_meV = kB * T / meV
mean_kin = kinetic(r)[1] * kT_meV
v_mean = np.sqrt(2 * mean_kin * meV / mass)
power_ac = e * field * v_bal * s
slopes = [np.log2(rows[2][i] / rows[1][i]) for i in (3, 4, 5, 6)]

# Mass anisotropy, field along <111>: density-of-states mass kept at `mass`.
m_long, m_trans = 0.92 * const.m_e, 0.19 * const.m_e
m_cond = 3 / (1 / m_long + 2 / m_trans)
m_bar = (m_long + 2 * m_trans) / 3
r_scaled = r * np.sqrt(mass / m_cond * mass / m_bar)
v_aniso = r * mass / m_cond / np.sqrt(heat_ratio(r_scaled))

# Ionized impurities: Coulomb scattering cut off at half the mean spacing.
n_imp, eps_r = 1e18, 11.7
b90 = e**2 / (8 * pi * const.epsilon_0 * eps_r * mean_kin * meV)
b_max = 0.5 * n_imp**(-1 / 3)
imp_ratio = n_imp * 2 * pi * b90**2 * np.log(1 + (b_max / b90)**2) * path
n_inj = 1e16
n_band = 12 * (mass * kB * T / (2 * pi * hbar**2))**1.5

# Room temperature at the field that would give Te = 3 T by acoustic loss alone
path_rt, mu_rt, _ = lattice(300.0)
r_rt = np.sqrt(6 * 32 / (3 * pi))
field_rt = r_rt * s / mu_rt
power_rt = e * mu_rt * field_rt**2 / np.sqrt(3)

print(f"prefactor C, heated Maxwellian: {C_MAX:.4f}")
print(f"prefactor C, kinetic solution: {C_KIN:.4f}")
print(f"ratio of prefactors: {C_MAX / C_KIN:.3f}")
print(f"exponent at r = 1e4, Maxwellian / kinetic: "
      f"{slope_max:.4f} / {slope_kin:.4f}")
print(f"golden-rule sum / formula, rate: {rate_sum / rate_formula:.4f}")
print(f"same, momentum relaxation: {momentum_sum / rate_formula:.4f}")
print(f"same, energy drift: {loss_sum / loss_formula:.4f}")
print(f"same, energy diffusion: {diffusion_sum / loss_formula:.4f}")
print(f"Maxwellian loss, full / formula: {exchange / exchange_formula:.4f}")
print(f"Te/T at r = 10, full / formula: {x_root:.3f} / {heat_ratio(10.0):.3f}")
print("test at kT/(m s^2) = 200: r, v/s Monte Carlo, kinetic, Maxwellian")
for row in mc_test:
    print("  %.0f  %.3f  %.3f  %.3f" % row)
print(f"SILICON inputs: T = {T:.0f} K, m = {mass / const.m_e:.2f} m_e, "
      f"s = {s / 1e3:.1f} km/s")
print(f"density = {rho / 1000:.2f} g/cm3, Xi = {xi_eV:.1f} eV")
for en, d8 in phonons:
    print(f"intervalley phonon {en:.0f} meV, coupling {d8:.1f}e8 eV/cm")
print(f"kT = {kT_meV:.3f} meV, m s^2 = {ms2 / meV:.4f} meV, "
      f"kT/(m s^2) = {theta:.2f}")
print(f"mean free path l = {path * 1e9:.0f} nm")
print(f"acoustic mobility mu0 = {mu0 * 1e4:.4g} cm2/Vs")
print(f"field s/mu0 where r = 1: {s / mu0 / 100:.2f} V/cm")
print("velocities in 1e6 cm/s: E (V/cm), r, asymptotic law (Maxwellian C),")
print("  balance, kinetic, MC acoustic only, MC with intervalley")
for row in rows:
    print("  %.0f  %.2f" % row[:2]
          + "".join("  %.2f" % (v * s / 1e4) for v in row[2:7]))
print("exponent from 20 to 40 V/cm: balance, kinetic, MC acoustic, MC all")
print("  " + "  ".join("%.2f" % a for a in slopes))
print(f"AT {field_cm:.0f} V/cm: Te/T = {x:.3f}, Te = {x * T:.1f} K")
print(f"power per electron, balance: {power_ac / e:.3g} eV/s")
print(f"kinetic asymptote: {C_KIN * np.sqrt(r) * s / 1e4:.2f} e6 cm/s")
print(f"mean energy (meV): kinetic {mean_kin:.2f}, "
      f"MC acoustic {e_ac * kT_meV:.2f}, MC all {e_all * kT_meV:.2f}")
print(f"largest phonon energy 2mvs at mean energy: "
      f"{2 * mass * v_mean * s / meV:.2f} meV")
print(f"drift / rms speed, kinetic: {v_kin * s / v_mean:.3f}")
print(f"energy gained per mean free path eEl: {e * field * path / meV:.2f} meV")
print(f"intervalley / acoustic power, Maxwellian at Te: "
      f"{intervalley_power(T, x * T) / power_ac:.2f}")
print(f"anisotropic masses (0.92, 0.19), <111>: v changes by factor "
      f"{v_aniso / v_bal:.3f}")
print(f"impurity / acoustic rate at {n_imp / 1e6:.0e} cm-3: {imp_ratio:.2g}")
print(f"injected density {n_inj / 1e6:.0e} cm-3 / band density: "
      f"{n_inj / n_band:.1e}")
print(f"mean energy / gap (rough 1.17 eV): {mean_kin / 1170:.4f}")
print(f"zero-field MC mean energy: {rest_energy:.3f} kT")
print(f"300 K: acoustic mobility {mu_rt * 1e4:.0f} cm2/Vs, "
      f"l = {path_rt * 1e9:.0f} nm")
print(f"300 K: field for Te = 3T by acoustic loss alone: "
      f"{field_rt / 100:.0f} V/cm")
print(f"300 K: intervalley / acoustic power there: "
      f"{intervalley_power(300.0, 900.0) / power_rt:.0f}")
print("no test failed")
```

Running it gives:

```
prefactor C, heated Maxwellian: 1.3574
prefactor C, kinetic solution: 1.2304
ratio of prefactors: 1.103
exponent at r = 1e4, Maxwellian / kinetic: 0.5000 / 0.5000
golden-rule sum / formula, rate: 0.9999
same, momentum relaxation: 0.9999
same, energy drift: 0.9961
same, energy diffusion: 1.0001
Maxwellian loss, full / formula: 0.9994
Te/T at r = 10, full / formula: 5.952 / 5.950
test at kT/(m s^2) = 200: r, v/s Monte Carlo, kinetic, Maxwellian
  5  2.494  2.524  2.770
  20  5.232  5.383  5.932
SILICON inputs: T = 20 K, m = 0.32 m_e, s = 9.0 km/s
density = 2.33 g/cm3, Xi = 9.0 eV
intervalley phonon 12 meV, coupling 0.5e8 eV/cm
intervalley phonon 19 meV, coupling 1.0e8 eV/cm
intervalley phonon 60 meV, coupling 12.0e8 eV/cm
kT = 1.723 meV, m s^2 = 0.1474 meV, kT/(m s^2) = 11.69
mean free path l = 1503 nm
acoustic mobility mu0 = 1.428e+05 cm2/Vs
field s/mu0 where r = 1: 6.30 V/cm
velocities in 1e6 cm/s: E (V/cm), r, asymptotic law (Maxwellian C),
  balance, kinetic, MC acoustic only, MC with intervalley
  10  1.59  1.54  1.17  1.08  1.14  1.15
  20  3.17  2.18  1.89  1.73  1.70  1.73
  40  6.35  3.08  2.86  2.61  2.33  2.52
exponent from 20 to 40 V/cm: balance, kinetic, MC acoustic, MC all
  0.60  0.59  0.46  0.55
AT 40 V/cm: Te/T = 3.980, Te = 79.6 K
power per electron, balance: 1.15e+08 eV/s
kinetic asymptote: 2.79 e6 cm/s
mean energy (meV): kinetic 10.32, MC acoustic 10.19, MC all 8.02
largest phonon energy 2mvs at mean energy: 3.49 meV
drift / rms speed, kinetic: 0.245
energy gained per mean free path eEl: 6.01 meV
intervalley / acoustic power, Maxwellian at Te: 1.76
anisotropic masses (0.92, 0.19), <111>: v changes by factor 1.263
impurity / acoustic rate at 1e+12 cm-3: 0.003
injected density 1e+10 cm-3 / band density: 2.1e-08
mean energy / gap (rough 1.17 eV): 0.0088
zero-field MC mean energy: 1.528 kT
300 K: acoustic mobility 2458 cm2/Vs, l = 100 nm
300 K: field for Te = 3T by acoustic loss alone: 1653 V/cm
300 K: intervalley / acoustic power there: 54
no test failed
```
